# Forward Walking: Descendant Numbers and Pure Averages in Diffusion Monte Carlo: a program that tests the result

```python
"""Forward walking in diffusion Monte Carlo, tested on the hydrogen atom.

Result under test: with reference energy E0, the mean number n(r,t) of
descendants of a walker at r tends to <phi0|psi> phi0(r)/psi(r).
Weighting ancestors by descendants turns a mixed average into a pure one.
phi0: normalized ground state; psi = exp(-zeta r): trial function;
E_L = (H psi)/psi: local energy. Internal units are atomic units.
Printed lengths: angstrom; energies: eV; times: hbar/eV.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solve_banded

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
zeta = 1.2
E0 = -0.5


def local_energy(r):
    return -zeta**2 / 2 + (zeta - 1) / r


def descendants_limit(r):
    return 8 / (1 + zeta)**3 * np.exp((zeta - 1) * r)


# Local energy from its definition, by finite differences of r*psi.
for radius in (0.4, 1.3, 3.0):
    d = 1e-3
    u = [x * np.exp(-zeta * x) for x in (radius - d, radius, radius + d)]
    direct = -(u[0] - 2 * u[1] + u[2]) / (2 * d**2 * u[1]) - 1 / radius
    assert abs(direct - local_energy(radius)) < 1e-5


# Backward equation for the mean of W**power, W = exp(-int(E_L-E0)dt).
# power=1 gives the mean number of descendants.
h = 0.02
r_grid = (np.arange(1250) + 0.5) * h


def evolve(power, times_ev):
    dt_ev = 0.0005
    dt = dt_ev * HARTREE
    edge = np.arange(len(r_grid) + 1) * h
    measure = r_grid**2 * np.exp(-2 * zeta * r_grid)
    flux = edge**2 * np.exp(-2 * zeta * edge)
    flux[-1] = 0
    up = flux[1:] / (2 * measure * h**2)
    down = flux[:-1] / (2 * measure * h**2)
    diag = -up - down - power * (local_energy(r_grid) - E0)
    bands = np.zeros((3, len(r_grid)))
    bands[0, 1:] = -dt / 2 * up[:-1]
    bands[1] = 1 - dt / 2 * diag
    bands[2, :-1] = -dt / 2 * down[1:]
    wanted = {int(round(t / dt_ev)): t for t in times_ev}
    n = np.ones(len(r_grid))
    saved = {}
    for step in range(max(wanted) + 1):
        if step in wanted:
            saved[wanted[step]] = n.copy()
        rhs = (1 + dt / 2 * diag) * n
        rhs[:-1] += dt / 2 * up[:-1] * n[1:]
        rhs[1:] += dt / 2 * down[1:] * n[:-1]
        n = solve_banded((1, 1), bands, rhs)
    return saved


times = (0.0, 0.05, 0.1, 0.2, 0.4)
mean_n = evolve(1, times + (0.8,))
second = evolve(2, (0.4, 1.2, 1.6))
points = np.array([0.5, 1.0, 2.0]) / BOHR
n_late = np.interp(points, r_grid, mean_n[0.8])
assert np.allclose(n_late, descendants_limit(points), rtol=5e-3)


def weighted_radius(n):
    mixed = r_grid**2 * np.exp(-(1 + zeta) * r_grid)
    return np.sum(mixed * n * r_grid) / np.sum(mixed * n)


backward_r = {t: weighted_radius(mean_n[t]) for t in times + (0.8,)}

# Independent spectral sum over s states (box-discretized continuum).
hs = 0.03
rs = np.arange(1, 1201) * hs
energy, vec = eigh_tridiagonal(1 / hs**2 - 1 / rs,
                               np.full(len(rs) - 1, -0.5 / hs**2))
overlap = np.sqrt(4 * np.pi * hs) * ((rs * np.exp(-zeta * rs)) @ vec)
moment = (vec[:, 0] * rs) @ vec
excitation = energy - energy[0]
gap = excitation[1]
assert abs(energy[0] - E0) < 3e-4
assert abs(gap - 0.375) < 3e-4


def spectral_radius(t_ev):
    decay = np.exp(-t_ev * HARTREE * excitation)
    return np.sum(decay * moment * overlap) / overlap[0]


for t in times:
    assert abs(spectral_radius(t) - backward_r[t]) < 3e-3

# Pointwise spectral expansion and the Cauchy-Schwarz remainder bound.
norm_q = np.sqrt(np.sum(overlap[1:]**2))
for point in points:
    j = int(point / hs) - 1
    part = (point - rs[j]) / hs
    u_at = (1 - part) * vec[j] + part * vec[j + 1]
    phi_at = u_at / (point * np.sqrt(4 * np.pi * hs))
    psi_at = np.exp(-zeta * point)
    kernel = np.sum(np.exp(-2 * excitation) * phi_at**2)
    for t in (0.1, 0.2):
        t_au = t * HARTREE
        n_here = np.interp(point, r_grid, mean_n[t])
        series = np.sum(np.exp(-t_au * excitation) * overlap * phi_at)
        assert abs(series / psi_at / n_here - 1) < 5e-3
        bound = np.sqrt(kernel) * np.exp(-(t_au - 1) * gap)
        bound *= norm_q / psi_at
        assert abs(n_here - descendants_limit(point)) < bound

# Averages of r by quadrature against their closed forms.
def average_r(exponent):
    top = quad(lambda r: r**3 * np.exp(-exponent * r), 0, np.inf)[0]
    low = quad(lambda r: r**2 * np.exp(-exponent * r), 0, np.inf)[0]
    return top / low


r_var, r_mix, r_pure = [average_r(a) for a in (2 * zeta, 1 + zeta, 2)]
assert np.allclose([r_var, r_mix, r_pure],
                   [1.5 / zeta, 3 / (1 + zeta), 1.5], rtol=1e-7)
assert abs(backward_r[0.0] - r_mix) < 1e-3
assert abs(backward_r[0.8] - r_pure) < 2e-3

# Growth of the second moment of carried weights.
w_a, w_b = [np.interp(points[1], r_grid, second[t]) for t in (1.2, 1.6)]
growth = np.log(w_b / w_a) / (0.4 * HARTREE)
assert abs(growth - (zeta - 1)**2) < 1e-3

# A distant walker cannot yet have reached its limiting mean.
far = 10 / BOHR
cap = np.exp((zeta**2 - 1) / 2 * 0.4 * HARTREE)
far_n = np.interp(far, r_grid, mean_n[0.4])
assert np.all(mean_n[0.4] <= cap)
assert far_n < cap < descendants_limit(far)

# Branching simulation. Isotropy lets each 3D trial move start on the
# z axis; only its new radius is needed for the next move.
rng = np.random.default_rng(2718)
tau_ev = 0.001
tau = tau_ev * HARTREE
walkers, blocks = 40000, 40


def advance(r, tags, duration_ev):
    for _ in range(int(round(duration_ev / tau_ev))):
        z = r - zeta * tau + np.sqrt(tau) * rng.standard_normal(len(r))
        new = np.sqrt(z**2 + 2 * tau * rng.standard_exponential(len(r)))
        # Metropolis ratio for psi**2 with the drifted Gaussian proposal.
        ratio = np.exp(-zeta * (new - r) * (1 - z / new))
        new = np.where(rng.random(len(r)) < ratio, new, r)
        e_mean = (local_energy(r) + local_energy(new)) / 2
        weight = np.exp(-tau * (e_mean - E0))
        copies = (weight + rng.random(len(r))).astype(int)
        r, tags = np.repeat(new, copies), np.repeat(tags, copies)
    return r, tags


def ratio_with_error(top, low, block):
    a = np.bincount(block, weights=top, minlength=blocks)
    b = np.bincount(block, weights=low, minlength=blocks)
    value = a.sum() / b.sum()
    spread = np.sum((a - value * b)**2) * blocks / (blocks - 1)
    return value, np.sqrt(spread) / b.sum()


start = rng.gamma(3, 1 / (2 * zeta), walkers)
ancestor_r, block = advance(start, np.arange(walkers) % blocks, 0.4)
now_r, tags = ancestor_r.copy(), np.arange(len(ancestor_r))
simulated = {}
previous = 0.0
for t in times:
    now_r, tags = advance(now_r, tags, t - previous)
    previous = t
    count = np.bincount(tags, minlength=len(ancestor_r)).astype(float)
    simulated[t] = ratio_with_error(count * ancestor_r, count, block)
    value, error = simulated[t]
    assert abs(value - backward_r[t]) < 4.5 * error
assert simulated[0.4][0] - r_mix > 5 * simulated[0.4][1]
extinct = np.mean(count == 0)

bins = []
edges_a = (0.0, 0.5, 1.0, 1.5, 2.5)
for low_a, high_a in zip(edges_a[:-1], edges_a[1:]):
    low, high = low_a / BOHR, high_a / BOHR
    inside = ((ancestor_r >= low) & (ancestor_r < high)).astype(float)
    value, error = ratio_with_error(count * inside, inside, block)
    def density(r):
        return r**2 * np.exp(-(1 + zeta) * r)
    predicted = quad(lambda r: density(r) * descendants_limit(r),
                     low, high)[0] / quad(density, low, high)[0]
    assert abs(value - predicted) < 4.5 * error + 0.01
    bins.append((low_a, high_a, value, error, predicted))

print(f"trial exponent zeta = {zeta / BOHR:.4f} 1/angstrom")
print(f"zeta in inverse bohr = {zeta:.2f}")
print(f"ground energy = {E0 * HARTREE:.4f} eV")
print(f"trial energy = {(zeta**2 / 2 - zeta) * HARTREE:.4f} eV")
print(f"variational <r> = {r_var * BOHR:.4f} angstrom")
print(f"mixed <r> = {r_mix * BOHR:.4f} angstrom")
print(f"pure <r> = {r_pure * BOHR:.4f} angstrom = {r_pure:.4f} bohr")
print(f"2*mixed - variational = {(2*r_mix-r_var)*BOHR:.4f} angstrom")
print(f"simulation time step = {tau_ev} hbar/eV")
print(f"starting walkers = {walkers}, blocks = {blocks}")
print(f"equilibration time = 0.4 hbar/eV, ancestors = {len(ancestor_r)}")
print("forward time (hbar/eV); <r> equation; <r> simulation; error (A)")
for t in times:
    v, e = simulated[t]
    print(f"{t:.2f}  {backward_r[t]*BOHR:.4f}  {v*BOHR:.4f}  {e*BOHR:.4f}")
print(f"<r> equation at 0.80 hbar/eV = {backward_r[0.8]*BOHR:.4f} angstrom")
print("r (A); mean descendants at 0.80 hbar/eV; limiting formula")
for p, n in zip(points, n_late):
    print(f"{p*BOHR:.1f}  {n:.4f}  {descendants_limit(p):.4f}")
print(f"limit at the nucleus = {descendants_limit(0):.4f} descendants")
print("ancestor range (A); simulated mean at 0.40; error; limit")
for a, b, v, e, p in bins:
    print(f"{a:.1f}-{b:.1f}  {v:.3f}  {e:.3f}  {p:.3f}")
print(f"fraction of extinct lineages at 0.40 hbar/eV = {extinct:.3f}")
print("walker at 10 angstrom, time 0.40 hbar/eV:")
print(f"mean {far_n:.2f}, upper bound {cap:.2f}, "
      f"limit {descendants_limit(far):.2f}")
print(f"lowest s-state gap (grid) = {gap * HARTREE:.3f} eV")
print(f"growth rate of mean W^2 (equation) = {growth*HARTREE:.3f} eV/hbar")
print(f"growth rate (formula) = {(zeta-1)**2*HARTREE:.3f} eV/hbar")
print("all good")
```

Printed output:

```
trial exponent zeta = 2.2677 1/angstrom
zeta in inverse bohr = 1.20
ground energy = -13.6057 eV
trial energy = -13.0615 eV
variational <r> = 0.6615 angstrom
mixed <r> = 0.7216 angstrom
pure <r> = 0.7938 angstrom = 1.5000 bohr
2*mixed - variational = 0.7817 angstrom
simulation time step = 0.001 hbar/eV
starting walkers = 40000, blocks = 40
equilibration time = 0.4 hbar/eV, ancestors = 39386
forward time (hbar/eV); <r> equation; <r> simulation; error (A)
0.00  0.7216  0.7237  0.0022
0.05  0.7610  0.7641  0.0027
0.10  0.7769  0.7800  0.0031
0.20  0.7887  0.7906  0.0038
0.40  0.7932  0.7930  0.0043
<r> equation at 0.80 hbar/eV = 0.7938 angstrom
r (A); mean descendants at 0.80 hbar/eV; limiting formula
0.5  0.9073  0.9076
1.0  1.0961  1.0964
2.0  1.5994  1.5999
limit at the nucleus = 0.7513 descendants
ancestor range (A); simulated mean at 0.40; error; limit
0.0-0.5  0.866  0.008  0.852
0.5-1.0  1.004  0.011  0.988
1.0-1.5  1.189  0.015  1.184
1.5-2.5  1.462  0.038  1.476
fraction of extinct lineages at 0.40 hbar/eV = 0.419
walker at 10 angstrom, time 0.40 hbar/eV:
mean 8.95, upper bound 10.96, limit 32.90
lowest s-state gap (grid) = 10.201 eV
growth rate of mean W^2 (equation) = 1.088 eV/hbar
growth rate (formula) = 1.088 eV/hbar
all good
```
